# Second-order spectrum of the Dirac-Coulomb operator: enclosures without pollution: test program

```python
# RESULT UNDER TEST
# For trial functions phi_j in the domain of a self-adjoint H, let
#   L = <phi_j, H phi_k>,  K = <H phi_j, H phi_k>,  basis orthonormal.
# Each root z = a + i b of det(K - 2 z L + z^2) = 0 has a point of the true
# spectrum of H within |b| of a, and no root lies in the open disc whose
# diameter is a spectrum-free interval.  H is the radial Dirac-Coulomb operator.
# Symbols: zeta = Z*alpha, gam = sqrt(kappa^2 - zeta^2) with |kappa| = 1,
# lam = exponent of the trial functions r^(gam+k) exp(-lam r).
# Internal units: energy m c^2, length hbar/(m c).  Printed energies: keV.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, gammaln, roots_genlaguerre

Z = 83
zeta = Z * const.fine_structure
gam = np.sqrt(1 - zeta**2)
rest_joule = const.m_e * const.c**2
keV = rest_joule / const.e / 1e3
compton_pm = const.hbar / (const.m_e * const.c) * 1e12
lam0 = 0.7 * zeta


def level(n_r):
    """Bound level with radial quantum number n_r."""
    return 1 / np.sqrt(1 + (zeta / (n_r + gam))**2)


def norm_const(k, lam):
    return np.sqrt(2 * lam * np.exp(gammaln(k + 1) - gammaln(k + 2*gam + 1)))


def trial_vectors(N, lam, kappa):
    """Rows: trial spinors and H acting on them, sampled so that a plain
    dot product is the exact radial integral (Gauss-Laguerre)."""
    x, w = roots_genlaguerre(N + 3, 2 * gam - 2)
    root_w = np.sqrt(w / (2 * lam))
    V, HV = [], []
    for component in (0, 1):
        for k in range(N):
            c = norm_const(k, lam)
            lag = eval_genlaguerre(k, 2 * gam, x)
            dlag = -eval_genlaguerre(k - 1, 2*gam + 1, x) if k else 0 * x
            f = c * x * lag
            f_over_r = 2 * lam * c * lag
            df = 2 * lam * c * ((gam - x / 2) * lag + x * dlag)
            if component == 0:
                v = (f, 0 * f)
                hv = (f - zeta * f_over_r, df + kappa * f_over_r)
            else:
                v = (0 * f, f)
                hv = (-df + kappa * f_over_r, -f - zeta * f_over_r)
            V.append(np.concatenate([part * root_w for part in v]))
            HV.append(np.concatenate([part * root_w for part in hv]))
    return np.array(V), np.array(HV)


def matrices(V, HV):
    L, K = V @ HV.T, HV @ HV.T
    assert np.allclose(V @ V.T, np.eye(len(V)), atol=1e-10)
    assert np.allclose(L, L.T, atol=1e-10)   # no boundary term at r = 0
    return L, K


def pencil_roots(L, K):
    n = len(L)
    companion = np.block([[np.zeros((n, n)), np.eye(n)], [-K, 2 * L]])
    z, vec = np.linalg.eig(companion)
    return z, vec[:n]


def mean_and_spread(u, V, HV):
    psi, hpsi = V.T @ u, HV.T @ u
    norm2 = np.vdot(psi, psi).real
    mean = np.vdot(psi, hpsi).real / norm2
    return mean, np.linalg.norm(hpsi - mean * psi) / np.sqrt(norm2)


# --- Reference levels: scan the growing part of the regular solution --------
def growing_part(E, kappa, R=100.0):
    p, q = zeta + 0 * E, gam + kappa + 0 * E
    P, Q = p, q
    for k in range(1, 600):
        s, t = (1 + E) * q * R, (1 - E) * p * R
        det = k * (k + 2 * gam)
        p = ((gam + k - kappa) * s + zeta * t) / det
        q = ((gam + k + kappa) * t - zeta * s) / det
        P, Q = P + p, Q + q
    return np.sqrt(1 - E) * P + np.sqrt(1 + E) * Q


for kappa, first in ((-1, 0), (1, 1)):
    expected = [level(n) for n in range(first, 3)]
    grid = np.linspace(-0.99, (level(2) + level(3)) / 2, 500)
    sign = np.sign(growing_part(grid, kappa))
    crossings = np.where(sign[1:] != sign[:-1])[0]
    found = [brentq(growing_part, grid[i], grid[i + 1], args=(kappa,),
                    xtol=1e-13) for i in crossings]
    assert len(found) == len(expected)
    assert np.allclose(found, expected, atol=1e-6, rtol=0)

# --- Matrix elements against direct quadrature with finite differences ------
V, HV = trial_vectors(4, lam0, -1)
L, K = matrices(V, HV)


def radial(k, r):
    y = 2 * lam0 * r
    return (norm_const(k, lam0) * y**gam * np.exp(-y / 2)
            * eval_genlaguerre(k, 2 * gam, y))


def slope(k, r, h=1e-4):
    return (radial(k, r*np.exp(h)) - radial(k, r*np.exp(-h))) / (2 * h * r)


def integrand(t, which):
    r = np.exp(t)
    f, g = radial(1, r), radial(2, r)      # upper k=1, lower k=2, kappa=-1
    Hf = ((1 - zeta / r) * f, slope(1, r) - f / r)
    Hg = (-slope(2, r) - g / r, (-1 - zeta / r) * g)
    value = Hf[0]*Hg[0] + Hf[1]*Hg[1] if which == "K" else f * Hg[0]
    return value * r


for which, matrix in (("K", K), ("L", L)):
    direct = quad(integrand, -40, 5.5, args=(which,), limit=400)[0]
    assert abs(direct - matrix[1, 4 + 2]) < 1e-6

# --- An eigenvector inside the trial space makes its level a root -----------
for kappa, n_r in ((-1, 0), (-1, 1), (1, 1)):
    E = level(n_r)
    Lx, Kx = matrices(*trial_vectors(4, np.sqrt(1 - E**2), kappa))
    smallest = np.linalg.eigvalsh(Kx - 2 * E * Lx + E**2 * np.eye(8))[0]
    assert abs(smallest) < 1e-11

# --- Main calculation -------------------------------------------------------
print(f"nuclear charge Z = {Z}, Z*alpha = {zeta:.6f}, gamma = {gam:.6f}")
print(f"rest energy m c^2 = {keV:.5f} keV")
print(f"length hbar/(m c) = {compton_pm:.6f} pm")
print(f"trial exponent lambda = {lam0 / compton_pm:.6f} 1/pm")
for name, n_r in (("1s1/2", 0), ("2s1/2 and 2p1/2", 1),
                  ("3s1/2 and 3p1/2", 2)):
    print(f"reference level {name} = {level(n_r) * keV:.5f} keV")

store = {}
for N in (4, 5, 6, 7):
    galerkin = {}
    for kappa, first in ((-1, 0), (1, 1)):
        V, HV = trial_vectors(N, lam0, kappa)
        L, K = matrices(V, HV)
        z, U = pencil_roots(L, K)
        keep = z.imag > 0
        z, U = z[keep], U[:, keep]
        assert len(z) == 2 * N
        levels = np.array([level(n) for n in range(first, 60)])
        edges = np.concatenate([[-1.0], levels])
        for root, u in zip(z, U.T):
            a, b = root.real, root.imag
            mean, spread = mean_and_spread(u, V, HV)
            assert abs(a - mean) < 1e-6 * (1 + abs(root))
            assert abs(b**2 - spread**2) < 1e-9 * (1 + abs(root)**2)
            distance = 0 if abs(a) >= 1 else min(
                np.min(abs(levels - a)), 1 - abs(a))
            assert distance <= b + 1e-7      # slack: rounding of close roots
            middle, half = (edges[1:]+edges[:-1])/2, np.diff(edges)/2
            assert np.all(abs(root - middle) >= half - 1e-7)
        sharp = [i for i in range(len(z)) if z[i].imag < 0.05
                 and abs(z[i].real) + z[i].imag < 1]
        sharp.sort(key=lambda i: z[i].real)
        assert len(sharp) >= 1
        galerkin[kappa], gvec = np.linalg.eigh(L)
        store[N, kappa] = (V, HV, L, K, z, U, sharp, galerkin[kappa], gvec)
    # identical radial functions: Galerkin spectra agree for both signs
    assert np.allclose(galerkin[-1], galerkin[1], atol=1e-9)
    z, sharp = store[N, -1][4], store[N, -1][6]
    root = z[sharp[0]]
    assert abs(root.real - level(0)) <= root.imag + 1e-7
    print(f"N={N} kappa=-1 lowest root: Re = {root.real*keV:.5f} keV, "
          f"Im = {root.imag*keV:.5f} keV")
    print(f"N={N} Re minus 1s reference = "
          f"{(root.real - level(0))*keV*1e3:.4f} eV")
assert (store[7, -1][4][store[7, -1][6][0]].imag
        < store[4, -1][4][store[4, -1][6][0]].imag)

# --- Sharpened bounds for 1s from the largest trial space -------------------
V, HV, L, K, z, U, sharp, gal, gvec = store[7, -1]
assert len(sharp) >= 2
a, b = mean_and_spread(U[:, sharp[0]], V, HV)
assert abs(z[sharp[0]].imag / b - 1) < 0.02
beta = z[sharp[1]].real - z[sharp[1]].imag
assert level(0) < beta <= level(1) + 1e-7 and a < beta
low, high = a - b**2 / (beta - a), a + b**2 / (a + 1)
assert low - 1e-10 <= level(0) <= high + 1e-10
for i in sharp:
    print(f"N=7 kappa=-1 enclosure: {(z[i].real - z[i].imag)*keV:.5f} to "
          f"{(z[i].real + z[i].imag)*keV:.5f} keV")
print(f"isolation limit beta used for 1s = {beta*keV:.5f} keV")
print(f"sharpened 1s lower bound = {low*keV:.7f} keV")
print(f"1s reference level       = {level(0)*keV:.7f} keV")
print(f"sharpened 1s upper bound = {high*keV:.7f} keV")
print(f"width of sharpened bounds = {(high - low)*keV*1e3:.6f} eV")
print(f"sharpened 1s bounds = {low*rest_joule:.10e} to "
      f"{high*rest_joule:.10e} J")

# --- Pollution of the Galerkin method for kappa = +1 ------------------------
for N in (4, 5, 6, 7):
    V, HV, L, K, z, U, sharp, gal, gvec = store[N, 1]
    false = np.where((gal > -0.9) & (gal < level(1) - 0.05))[0]
    assert len(false) == 1
    e_false = gal[false[0]]
    mean, spread = mean_and_spread(gvec[:, false[0]], V, HV)
    needed = np.sqrt((e_false + 1) * (level(1) - e_false))
    assert spread >= needed - 1e-9
    print(f"N={N} kappa=+1 false Galerkin level = {e_false*keV:.5f} keV, "
          f"spread = {spread*keV:.3f} keV")
print(f"N=7 least spread allowed at the false level = {needed*keV:.3f} keV")
nearest = np.min(abs(z - e_false))
print(f"N=7 nearest second-order root is {nearest*keV:.3f} keV away")
for i in sharp:
    print(f"N=7 kappa=+1 enclosure: {(z[i].real - z[i].imag)*keV:.5f} to "
          f"{(z[i].real + z[i].imag)*keV:.5f} keV")

# Replacing K by the matrix square of L brings the false level back.
z_wrong = pencil_roots(L, L @ L)[0]
assert np.min(abs(z_wrong - e_false)) < 1e-4   # double root: sqrt of rounding
assert nearest > 0.1

print("no test failed")
```

Output:

```
nuclear charge Z = 83, Z*alpha = 0.605680, gamma = 0.795708
rest energy m c^2 = 510.99895 keV
length hbar/(m c) = 0.386159 pm
trial exponent lambda = 1.097931 1/pm
reference level 1s1/2 = 406.60602 keV
reference level 2s1/2 and 2p1/2 = 484.19788 keV
reference level 3s1/2 and 3p1/2 = 499.41319 keV
N=4 kappa=-1 lowest root: Re = 406.60999 keV, Im = 0.92742 keV
N=4 Re minus 1s reference = 3.9717 eV
N=5 kappa=-1 lowest root: Re = 406.60619 keV, Im = 0.19340 keV
N=5 Re minus 1s reference = 0.1700 eV
N=6 kappa=-1 lowest root: Re = 406.60602 keV, Im = 0.03925 keV
N=6 Re minus 1s reference = 0.0069 eV
N=7 kappa=-1 lowest root: Re = 406.60602 keV, Im = 0.00780 keV
N=7 Re minus 1s reference = 0.0003 eV
N=7 kappa=-1 enclosure: 406.59821 to 406.61382 keV
N=7 kappa=-1 enclosure: 484.18885 to 484.20692 keV
N=7 kappa=-1 enclosure: 498.03918 to 501.48972 keV
isolation limit beta used for 1s = 484.18885 keV
sharpened 1s lower bound = 406.6060161 keV
1s reference level       = 406.6060166 keV
sharpened 1s upper bound = 406.6060170 keV
width of sharpened bounds = 0.000851 eV
sharpened 1s bounds = 6.5145465825e-14 to 6.5145465961e-14 J
N=4 kappa=+1 false Galerkin level = 406.60788 keV, spread = 1334.921 keV
N=5 kappa=+1 false Galerkin level = 406.60610 keV, spread = 1496.024 keV
N=6 kappa=+1 false Galerkin level = 406.60602 keV, spread = 1641.018 keV
N=7 kappa=+1 false Galerkin level = 406.60602 keV, spread = 1774.067 keV
N=7 least spread allowed at the false level = 266.831 keV
N=7 nearest second-order root is 77.592 keV away
N=7 kappa=+1 enclosure: 484.19244 to 484.20332 keV
N=7 kappa=+1 enclosure: 498.25888 to 501.03705 keV
no test failed
```
